# Andreev and normal reflection at a superconducting contact, derived in two ways, part 2

An electron arrives from a normal metal ($x<0$) at a one-channel contact with a superconductor ($x>0$). We seek the probabilities $A$ of Andreev reflection (return as a hole) and $B$ of normal reflection, with amplitudes $a$ and $b$. The algebra uses atomic units, $\hbar=m=e=1$.

The one-electron operator is $h=-\tfrac12\partial_x^2+H\,\delta(x)$, $\mu$ is the chemical potential, and $k_F=\sqrt{2\mu}$. The energy $E$ is measured from $\mu$, and $\Delta$ is the gap, a given step at $x=0$. Electron and hole amplitudes $(u,v)$ obey

$$(h-\mu)u+\Delta v=Eu,\qquad -(h-\mu)v+\Delta u=Ev .$$

At the barrier $u$ and $v$ are continuous, and each derivative jumps by $2H$ times the function: four conditions in all. The Andreev approximation replaces all wave numbers at the interface by $\pm k_F$.

In the superconductor $\xi=q^2/2-\mu$ for wave number $q$. The outgoing or decaying waves are $(u_0,v_0)e^{ik_Fx}$ and $(v_0,u_0)e^{-ik_Fx}$, with $v_0/u_0=\alpha=(E-\Omega)/\Delta$. Here $\Omega=\sqrt{E^2-\Delta^2}$ above the gap and $\Omega=i\eta$, $\eta=\sqrt{\Delta^2-E^2}$, inside it, where the waves decay as $e^{-\kappa x}$, $\kappa=\eta/k_F$, and the charge current as $e^{-2\kappa x}$.

With $Z=H/k_F$, $s=1+2Z^2$ and $N=E/\Omega$ above the gap, matching gave the conductance $g=1+A-B$, in units of $2e^2/h$:

$$g=\frac{2\Delta^2}{E^2+s^2(\Delta^2-E^2)}\quad(|E|<\Delta),\qquad g=\frac{2N}{N+s}\quad(|E|>\Delta).$$

If the voltage raises the energies of the arriving electrons by $V$, the current is

$$I=\frac1\pi\int[f(E-V)-f(E)]\,g(E)\,dE,$$

with $f$ the Fermi function.

The example has $\Delta=0.001$ eV and $\mu=5$ eV. Its opening numbers included a normal-state conductance of 77.5 microsiemens without a barrier and, for $Z=5$ at half the gap, a conductance of 0.027 of the normal-state value.

The second derivation inserts a normal layer of length $L$ between barrier and superconductor, sums over paths, and lets $L\to0$. It is enough to take $E>0$.

### The two elements

**The barrier.** Let it be any thin, nonmagnetic scatterer. An electron from the left is reflected with amplitude $r$ and transmitted with $t$; from the right the amplitudes are $r'$ and $t'$. Conservation of current makes the matrix with rows $(r,t')$ and $(t,r')$ unitary. Hence

$$|t|^2=|t'|^2=T,\qquad |r|^2=|r'|^2=R=1-T,\qquad rt^*+t'r'^*=0 .$$

The last relation is the orthogonality of the two rows. The amplitudes are assumed not to vary over energies of order $\Delta$ and $E$.

A hole at energy $E$ obeys $(h-\mu)v=-Ev$, the electron equation at energy $-E$. Since $h$ is real, the complex conjugate of an electron scattering state solves the same equation. Conjugation turns $e^{ik_Fx}+re^{-ik_Fx}$ into $e^{-ik_Fx}+r^*e^{ik_Fx}$. For holes, velocity and wave number have opposite signs, so this is again a particle arriving from the left and partly reflected. Hole amplitudes are therefore the complex conjugates of electron amplitudes.

**The clean interface.** An electron wave $(1,0)e^{ik_Fx}$ meets a superconductor without a barrier. Add a reflected hole $(0,\alpha)e^{ik_Fx}$. The sum $(1,\alpha)e^{ik_Fx}$ is proportional to the superconducting wave $(u_0,v_0)e^{ik_Fx}$, so function and derivative both match. No reflected electron is needed, to leading order in $\Delta/\mu$ and $E/\mu$. Similarly an incoming hole $(0,1)e^{-ik_Fx}$ combines with a reflected electron $(\alpha,0)e^{-ik_Fx}$ into a wave proportional to $(v_0,u_0)e^{-ik_Fx}$. Both conversions have amplitude $\alpha$.

### Summing the paths

An electron from the left passes the barrier with amplitude $t$ and returns from the superconductor as a hole with amplitude $\alpha$. The hole may leave through the barrier, with amplitude $t'^*$. Otherwise it is reflected with $r'^*$, is converted back into an electron with $\alpha$, and moves left toward the barrier. The electron may leave with $t'$, or be reflected with $r'$ and begin the cycle again.

One complete cycle multiplies the amplitude by $r'^*\alpha\,r'\alpha=R\alpha^2$. The layer contributes phases such as $e^{i(k_e-k_h)L}$, with $k_e$ and $k_h$ the electron and hole wave numbers, and these tend to one as $L\to0$. Since $|\alpha|\le1$, the geometric series converges for $R<1$. The amplitude for the return of a hole is

$$a=\frac{t\,\alpha\,t'^*}{1-R\alpha^2}.$$

For the return of an electron, add direct reflection to the paths with one or more hole reflections:

$$b=r+\frac{t\,\alpha\,r'^*\alpha\,t'}{1-R\alpha^2}.$$

Unitarity gives $t'r'^*=-rt^*$, so the numerator is $-rT\alpha^2$. Then

$$b=r\,\frac{1-R\alpha^2-T\alpha^2}{1-R\alpha^2}=r\,\frac{1-\alpha^2}{1-R\alpha^2},$$

because $R+T=1$. The probabilities are

$$A=\frac{T^2|\alpha|^2}{|1-R\alpha^2|^2},\qquad B=\frac{R\,|1-\alpha^2|^2}{|1-R\alpha^2|^2}.$$

**Inside the gap** $\alpha=(E-i\eta)/\Delta$ has modulus one. Write $\alpha=e^{-i\varphi}$, with $\cos\varphi=E/\Delta$ and $\sin\varphi=\eta/\Delta$. Then

$$|1-R\alpha^2|^2=1+R^2-2R\cos2\varphi=(1-R)^2+4R\sin^2\varphi .$$

With $1-R=T$,

$$A=\frac{T^2}{T^2+4R\,\eta^2/\Delta^2}=\frac{\Delta^2}{\Delta^2+(4R/T^2)\,\eta^2}.$$

**Above the gap** $\alpha$ is real and lies between zero and one. The numerator of $1+A-B$ is

$$(1-R\alpha^2)^2+T^2\alpha^2-R(1-\alpha^2)^2 .$$

The terms $\mp2R\alpha^2$ cancel. What remains is $1-R+T^2\alpha^2+(R^2-R)\alpha^4$, and since $1-R=T$ and $R^2-R=-RT$, it equals

$$T(1+T\alpha^2-R\alpha^4)=T(1+\alpha^2)(1-R\alpha^2).$$

One factor cancels against the denominator, and

$$\frac gT=\frac{1+\alpha^2}{1-R\alpha^2}\qquad(|E|>\Delta).$$

To return to $N$, use $\alpha^2=(E-\Omega)/(E+\Omega)=(N-1)/(N+1)$:

$$g=\frac{2NT}{N+1-R(N-1)}=\frac{2NT}{NT+1+R}=\frac{2N}{N+(1+R)/T}.$$

It remains to insert the delta barrier. Between two normal metals, continuity gives $1+r=t$, and the derivative condition gives $i(t-1+r)=2Zt$. Substituting $r=t-1$ gives $t-1=-iZt$, hence

$$t=\frac1{1+iZ},\qquad T=\frac1{1+Z^2},\qquad R=\frac{Z^2}{1+Z^2}.$$

Therefore $(1+R)/T=1+2Z^2=s$ and $4R/T^2=4Z^2(1+Z^2)=s^2-1$. Above the gap this is the earlier formula. Inside the gap, $\Delta^2+(s^2-1)\eta^2=E^2+s^2\eta^2$, because $\Delta^2=E^2+\eta^2$, and $g=2A$ again agrees. Far above the gap $N\to1$ and $g\to2/(1+s)=T$, the normal-state conductance.

### No barrier: doubling inside the gap

For $Z=0$ we have $s=1$, and inside the gap $A=1$, $B=0$ and $g=2$. Each incoming electron returns as a hole, so two electron charges enter the condensate. The normal-state value is $T=1$, so the conductance is doubled: $2\times77.5=155.0$ microsiemens.

The doubling throughout the gap belongs to the transparent contact. At $E=0$,

$$\frac gT=\frac{1+s}{s^2},$$

where $1/T=(1+s)/2$ was used. For $Z=0.5$ this is $2.5/2.25=1.11$. It falls below one when $s^2>s+1$, that is, for $s>1.618$, or $Z$ above about 0.56. Two charges must pass the barrier in each Andreev process, but this alone would give $g/T=2T$, which falls below one only at $T=1/2$, or $Z=1$. The rest comes from the repeated cycles. At $E=0$ we have $\alpha^2=-1$, so successive cycles alternate in sign and $g/T=2T/(1+R)^2$. This reaches one already at $T\approx0.76$.

Above the gap, with $R=0$, $g=1+\alpha^2$. The extra conductance fades gradually and leaves an excess current at high voltage. Put $E=\Delta\cosh y$, so that $\alpha=e^{-y}$:

$$\int_0^\infty(g-1)\,dE=\Delta+\Delta\int_0^\infty e^{-2y}\sinh y\,dy=\Delta+\frac{\Delta}{2}\left(1-\frac13\right)=\frac{4\Delta}3 .$$

Hence $I\to(V+4\Delta/3)/\pi$ for $V\gg\Delta$. In the example the current is that of a normal contact with an additional 0.00133 eV of bias energy.

### Strong barrier: the density of states

In the superconductor $E=\sqrt{\xi^2+\Delta^2}$. The levels are spaced in $\xi$ as in the normal metal, where the density of states may be taken as constant over energies of order $\Delta$. The relative density of states is therefore

$$\left|\frac{d\xi}{dE}\right|=\frac{E}{\sqrt{E^2-\Delta^2}}=N(E)\qquad(E>\Delta),$$

and zero in the gap. The normalized conductance above the gap is

$$\frac gT=\frac{(1+s)N}{N+s}=N\left(1-\frac{N-1}{N+s}\right),$$

which tends to $N$ as $s\to\infty$ at fixed $E$. The path sum reaches the same limit through $(1+\alpha^2)/(1-\alpha^2)=N$ as $R\to1$. At $E=1.5\Delta$ and $Z=5$, where $s=51$, the relative shortfall is $0.342/52.34=0.0065$, and $g/T=1.333$ against $N=1.342$. For $Z=20$ the formula gives 1.341.

Inside the gap

$$\frac gT=\frac{(1+s)\Delta^2}{E^2+s^2(\Delta^2-E^2)}\longrightarrow\frac{\Delta^2}{s(\Delta^2-E^2)}\longrightarrow0 .$$

For $Z=5$ at half the gap this is $52/(0.25+2601\times0.75)=0.027$, the small number of the opening. Since $s\approx2/T$ for a strong barrier, $g$ itself is of order $T^2$ here, while above the gap it is of order $T$. One electron can tunnel into an existing state above the gap; inside it, two must be transferred.

The limit is not uniform in energy. At $E=\Delta$ both formulas give $g=2$ for every finite $Z$, so $g/T=1+s=2(1+Z^2)$. This is 52 for $Z=5$, whereas $N$ diverges. In the path sum, $\alpha=1$ at the gap edge: successive cycles add in phase, and the barrier is overcome as in a resonance.

The density of states is recovered where $N\ll s$. The crossover $N=s$ lies at $E=\Delta s/\sqrt{s^2-1}$, about $\Delta/(2s^2)$ above the gap. There $g/T$ is $(1+s)/(2s)$ times $N$, or 0.51 for $Z=5$. The distance from the gap is then $0.001/(2\times2601)$, or $1.9\times10^{-7}$ eV. Since $f(E-V)$ is smeared over a few times the thermal energy, a temperature well above this scale hides the finite height of the peak.

The narrow peak carries little weight. The area of $g/T$ inside the gap is

$$\int_0^\Delta\frac{(1+s)\Delta^2\,dE}{s^2\Delta^2-(s^2-1)E^2}=\Delta\,\frac{(1+s)\,\mathrm{arcosh}\,s}{s\sqrt{s^2-1}} .$$

The integral is elementary and gives $\mathrm{artanh}(\sqrt{s^2-1}/s)$, which equals $\mathrm{arcosh}\,s$ because $\cosh y=s$ implies $\tanh y=\sqrt{s^2-1}/s$. The area vanishes as $(\ln 2s)/s$. It is $9.2\times10^{-5}$ eV for $Z=5$ and ten times smaller for $Z=20$. Above the gap $g/T\le N$, and $N$ has a finite integral at the edge. The current divided by the normal-state conductance therefore tends, for $V>\Delta$, to

$$\int_\Delta^VN\,dE=\sqrt{V^2-\Delta^2},$$

even though the conductance at the edge does not follow $N$.

### What each derivation assumes

Both derivations use a given step in $\Delta$, equal masses and chemical potentials, one channel without spin scattering, and reservoirs whose occupations are not disturbed by the current. Both take the conductance from $1+A-B$, so the argument about occupations is common to them and is not checked by their agreement.

They differ in how the barrier enters. The matching method needs the wave function at the interface and hence a definite barrier, here $H\delta(x)$. In return, the Andreev approximation is a convenience in it: the same four conditions can be solved with the true, unequal wave numbers. The numerical check does this for the example, where $\Delta/\mu=2\times10^{-4}$. The largest change of $g$ among the cases $Z=0$, $0.5$, $5$ and $20$ at $E=0$, $\Delta/2$ and $1.5\Delta$ is $1.3\times10^{-4}$ in units of $2e^2/h$. This is an absolute error; it does not bound the relative error of the very small subgap conductances at large $Z$.

The path sum needs no form of the barrier. It uses unitarity, a real $h$, and amplitudes that are constant over the energies concerned. The result therefore holds for any such thin scatterer if $s$ is read as $(2-T)/T$, and $Z$ is then a label for its transmission. The price is that the Andreev approximation is built in: the clean interface was assumed to reflect no electrons as electrons, and holes at $E$ were given the conjugate amplitudes of electrons at the same energy instead of at $-E$. A barrier with a resonance narrower than $\Delta$ violates the second assumption. The path sum can still be written with energy-dependent amplitudes, but away from $E=0$ the loop factor is then in general no longer $R\alpha^2$, and the closed formula for $g$ cannot be relied on.

## Values computed for the example and the checks

```
gap Delta = 0.0010 eV
chemical potential mu = 5.0 eV
Delta/mu = 2.0e-04
Fermi wave number = 1.1456 1/angstrom
charge-current decay length 1/(2 kappa), E=0 = 4365 angstrom
Z= 0.0: H = 0.000 eV angstrom, s = 1.0, T = 1.000000
Z= 0.5: H = 4.365 eV angstrom, s = 1.5, T = 0.800000
Z= 5.0: H = 43.646 eV angstrom, s = 51.0, T = 0.038462
Z=20.0: H = 174.585 eV angstrom, s = 801.0, T = 0.002494
g in units of 2e^2/h; A, B, g/T have no unit
Z= 0.0 E=0.0000 eV: A=1.000e+00 B=0.000000 g=2.000e+00 g/T=2.00000
Z= 0.0 E=0.0005 eV: A=1.000e+00 B=-0.000000 g=2.000e+00 g/T=2.00000
Z= 0.0 E=0.0015 eV: A=1.459e-01 B=0.000000 g=1.146e+00 g/T=1.14590
Z= 0.5 E=0.0000 eV: A=4.444e-01 B=0.555556 g=8.889e-01 g/T=1.11111
Z= 0.5 E=0.0005 eV: A=5.161e-01 B=0.483871 g=1.032e+00 g/T=1.29032
Z= 0.5 E=0.0015 eV: A=9.907e-02 B=0.154800 g=9.443e-01 g/T=1.18034
Z= 5.0 E=0.0000 eV: A=3.845e-04 B=0.999616 g=7.689e-04 g/T=0.01999
Z= 5.0 E=0.0005 eV: A=5.126e-04 B=0.999487 g=1.025e-03 g/T=0.02665
Z= 5.0 E=0.0015 eV: A=2.920e-04 B=0.949027 g=5.126e-02 g/T=1.33288
Z=20.0 E=0.0000 eV: A=1.559e-06 B=0.999998 g=3.117e-06 g/T=0.00125
Z=20.0 E=0.0005 eV: A=2.078e-06 B=0.999998 g=4.156e-06 g/T=0.00167
Z=20.0 E=0.0015 eV: A=1.243e-06 B=0.996657 g=3.344e-03 g/T=1.34107
BCS density of states N at E=0.0015 eV = 1.34164 (normal state = 1)
largest error of g in table from Andreev approximation = 1.3e-04 (2e^2/h)
Z= 0.5: g/T at E=Delta = 2.5, subgap area of g/T = 1.435e-03 eV
Z= 5.0: g/T at E=Delta = 52.0, subgap area of g/T = 9.248e-05 eV
Z=20.0: g/T at E=Delta = 802.0, subgap area of g/T = 9.224e-06 eV
Z=5.0: N = s at E - Delta = 1.923e-07 eV
Z=5.0: (g/T)/N at that energy = 0.5098
Z=0 excess current / (2e^2/h), times e = 0.001333 eV
2e^2/h = 77.4809 microsiemens
Z=0 subgap conductance = 154.9618 microsiemens
```
